# Choosing the Wavevector Grid for Linear-Response Hubbard Parameters: a numerical check

```python
# Result under test: the site response matrix chi_ij = d n_i / d alpha_j of a
# supercell of N cells equals the phase sum
#   chi[l s, l' s'] = (1/N) sum_q exp(i q (R_l - R_l')) chi_ss'(q)
# of primitive-cell responses at the N commensurate wavevectors q.
# n_i: spin-summed occupation; alpha_j: shift of one site energy (eV);
# K: mean-field kernel, v_i = sum_j K_ij (n_j - n_j of the unperturbed state);
# chi0: response with v frozen; U = inv(chi0) - inv(chi) on the Hubbard sites.
# theta = q * a is the phase per cell. Energies in eV, lengths in angstrom.
import numpy as np
from scipy import constants as const

CELL = 8.0
POSITION = np.array([0.0, 1.85, 3.90, 5.95])      # Ti, O, Zr, O
HUBBARD = [0, 2]
V_NEAR = 1.5
BASE = dict(
    level=[3.2, 0.0, 5.0, 0.0],
    hops=[(0, 1, 0, 1.4), (1, 2, 0, 1.3), (2, 3, 0, 1.3), (3, 0, 1, 1.0)],
    ksite=[6.0, 7.0, 5.0, 7.0],
    kbonds=[(0, 1, 0, V_NEAR), (1, 2, 0, V_NEAR),
            (2, 3, 0, V_NEAR), (3, 0, 1, V_NEAR)],
    filled=2, channels=1)


def bloch_matrix(diagonal, bonds, theta):
    """Primitive-cell matrix; a bond joins s in cell l to t in cell l+d."""
    m = np.diag(np.array(diagonal, dtype=complex))
    for s, t, d, value in bonds:
        m[s, t] += value * np.exp(1j * theta * d)
        m[t, s] += value * np.exp(-1j * theta * d)
    return m


def ring_matrix(diagonal, bonds, cells):
    """The same couplings written out in real space on a closed ring."""
    size = len(diagonal)
    m = np.diag(np.tile(np.array(diagonal, dtype=float), cells))
    for cell in range(cells):
        for s, t, d, value in bonds:
            i, j = cell * size + s, ((cell + d) % cells) * size + t
            m[i, j] += value
            m[j, i] += value
    return m


# ---------- direct road: real-space diagonalization and differences ----------
def occupations(h, filled):
    _, c = np.linalg.eigh(h)
    return 2.0 * np.sum(c[:, :filled] ** 2, axis=1)


class Ring:
    def __init__(self, model, cells):
        self.h = ring_matrix(model["level"], model["hops"], cells)
        self.kernel = ring_matrix(model["ksite"], model["kbonds"], cells)
        self.filled = model["filled"] * cells
        self.n0 = occupations(self.h, self.filled)

    def occupied(self, sites, alpha, relax):
        shift = np.zeros(len(self.n0))
        shift[sites] = alpha
        n = self.n0.copy()
        for _ in range(2000):
            v = self.kernel @ (n - self.n0)
            out = occupations(self.h + np.diag(shift + v), self.filled)
            if not relax or np.max(np.abs(out - n)) < 1e-13:
                return out
            n = n + 0.25 * (out - n)
        raise RuntimeError("mean field did not converge")

    def response(self, sites, relax, step=0.01):
        n = {m: self.occupied(sites, m * step, relax) for m in (-2, -1, 1, 2)}
        return (8 * (n[1] - n[-1]) - (n[2] - n[-2])) / (12 * step)


# ---------- primitive-cell road: one linear equation per q, k and band -------
def primitive_response(model, thetas, nk):
    size, filled = len(model["level"]), model["filled"]
    eye, raise_filled = np.eye(size), 20.0
    bare, full = [], []
    states = []
    for k in 2 * np.pi * np.arange(nk) / nk:
        e, u = np.linalg.eigh(bloch_matrix(model["level"], model["hops"], k))
        states.append((k, e, u))
    for theta in thetas:
        chi0 = np.zeros((size, size), dtype=complex)
        for k, e, u in states:
            h = bloch_matrix(model["level"], model["hops"], k + theta)
            w = np.linalg.eigh(h)[1][:, :filled]
            p_filled = w @ w.conj().T
            for band in range(filled):
                lhs = h + raise_filled * p_filled - e[band] * eye
                rhs = -(eye - p_filled) @ np.diag(u[:, band])
                du = np.linalg.solve(lhs, rhs)
                chi0 += 4.0 / nk * u[:, band].conj()[:, None] * du
        chi0 *= model["channels"]
        kq = bloch_matrix(model["ksite"], model["kbonds"], theta)
        bare.append(chi0)
        full.append(np.linalg.solve(eye - chi0 @ kq, chi0))
    return np.array(bare), np.array(full)


def grid(n):
    return 2 * np.pi * np.arange(n) / n


def reconstruct(chi_q, thetas, cells):
    gap = np.subtract.outer(np.arange(cells), np.arange(cells))
    phase = np.exp(1j * np.multiply.outer(thetas, gap))
    size = chi_q.shape[1]
    m = np.einsum("qlm,qst->lsmt", phase, chi_q) / len(thetas)
    return m.reshape(cells * size, cells * size)


def mean_hubbard(chi0_q, chi_q):
    block = np.ix_(HUBBARD, HUBBARD)
    terms = [np.linalg.inv(a[block]) - np.linalg.inv(b[block])
             for a, b in zip(chi0_q, chi_q)]
    return np.mean(terms, axis=0)


def band_gap(model, nk=48):
    e = np.array([np.linalg.eigvalsh(
        bloch_matrix(model["level"], model["hops"], k)) for k in grid(nk)])
    return e[:, model["filled"]].min() - e[:, model["filled"] - 1].max()


def largest(x):
    return float(np.max(np.abs(x)))


gap0 = band_gap(BASE)
assert gap0 > 0.5
print("cell length %.2f A; positions Ti,O,Zr,O" % CELL, POSITION, "A")
print("site levels Ti,O,Zr,O", BASE["level"], "eV")
print("hops Ti-O,O-Zr,Zr-O,O-Ti", [b[3] for b in BASE["hops"]], "eV")
print("kernel on site", BASE["ksite"], "eV; nearest %.2f eV" % V_NEAR)
print("band gap %.4f eV" % gap0)

# Complete Hubbard matrices, every Hubbard site perturbed separately.
for cells in (2, 3, 4):
    ring = Ring(BASE, cells)
    total = 4 * cells
    hub = [4 * c + s for c in range(cells) for s in HUBBARD]
    lig = [i for i in range(total) if i not in hub]
    direct0 = np.array([ring.response([j], False) for j in range(total)]).T
    direct = np.array([ring.response([j], True) for j in hub]).T
    q = grid(cells)
    chi0_q, chi_q = primitive_response(BASE, q, cells)
    built0 = reconstruct(chi0_q, q, cells)
    built = reconstruct(chi_q, q, cells)
    error0 = largest(built0 - direct0)
    error = largest(built[:, hub] - direct)
    assert error0 < 1e-8 and error < 1e-8
    print("ring of %d cells: max error chi0 %.1e, chi %.1e 1/eV"
          % (cells, error0, error))

# From here on: the ring of four cells left by the loop.
half = np.arange(cells // 2 + 1)
_, chi_half = primitive_response(BASE, 2 * np.pi * half / cells, cells)
half_sum = np.zeros((total, total))
offset = np.subtract.outer(np.arange(cells), np.arange(cells))
for j, chi_j in zip(half, chi_half):
    weight = 1 if (2 * j) % cells == 0 else 2
    wave = np.exp(2j * np.pi * j * offset / cells)
    half_sum += weight * np.kron(wave, chi_j).real / cells
half_error = largest(half_sum[:, hub] - direct)
assert half_error < 1e-8
print("half q grid (%d of %d points): max error %.1e 1/eV"
      % (len(half), cells, half_error))

print("four-cell ring, length %.1f A, responses in 1/eV:" % (cells * CELL))
for j in half:
    z = chi_q[j][0, 2]
    print(" q*a=%.4f: chi0 TiTi %.6f; chi TiTi %.6f, ZrZr %.6f, TiZr %.6f%+.6fi"
          % (q[j], chi0_q[j][0, 0].real, chi_q[j][0, 0].real,
             chi_q[j][2, 2].real, z.real, z.imag))
print(" rebuilt chi: TiTi %.6f, ZrZr %.6f, Ti-Ti next cell %.6f"
      % (built[0, 0].real, built[2, 2].real, built[4, 0].real))
print(" rebuilt chi: Ti-Zr same cell %.6f, Ti-Zr of cell to the left %.6f"
      % (built[0, 2].real, built[0, total - 2].real))
print(" direct chi: TiTi %.6f, ZrZr %.6f, Ti-Zr same cell %.6f"
      % (direct[0, 0], direct[2, 1], direct[0, 1]))
print(" rebuilt chi0: TiTi %.6f, ZrZr %.6f"
      % (built0[0, 0].real, built0[2, 2].real))

# Charge conservation makes the all-site matrix singular.
smallest_all = np.linalg.svd(direct0, compute_uv=False)[-1]
hh = np.ix_(hub, hub)
smallest_hub = np.linalg.svd(direct0[hh], compute_uv=False)[-1]
assert smallest_all < 1e-8 and smallest_hub > 1e-3
assert largest(direct.sum(axis=0)) < 1e-8
print("smallest singular value of chi0: all sites %.1e, Ti and Zr %.4f 1/eV"
      % (smallest_all, smallest_hub))

# Hubbard matrix: direct supercell inversion against inversion at each q.
inv0, inv1 = np.linalg.inv(direct0[hh]), np.linalg.inv(direct[hub])
u_direct = inv0 - inv1
u_primitive = mean_hubbard(chi0_q, chi_q)
assert largest(u_direct[:2, :2] - u_primitive) < 1e-6
hartree = const.physical_constants["Hartree energy in eV"][0]
print("U from q inversions: Ti %.5f eV = %.5f hartree, Zr %.5f eV"
      % (u_primitive[0, 0].real, u_primitive[0, 0].real / hartree,
         u_primitive[1, 1].real))
print("U from direct ring:  Ti %.5f eV, Zr %.5f eV"
      % (u_direct[0, 0], u_direct[1, 1]))
print("intersite Ti-Zr: %.5f eV at %.2f A, %.5f eV at %.2f A"
      % (u_direct[0, 1], POSITION[2], u_direct[0, -1], CELL - POSITION[2]))

# Elimination of the oxygen sites explains the value of U.
kern = ring.kernel
follow = direct[lig] @ inv1
back = inv0 @ direct0[np.ix_(hub, lig)]
parts = [kern[hh], kern[np.ix_(hub, lig)] @ follow,
         back @ kern[np.ix_(lig, hub)], back @ kern[np.ix_(lig, lig)] @ follow]
assert largest(sum(parts) - u_direct) < 1e-6
print("Ti parts K_HH, K_HL X, B K_LH, B K_LL X: "
      + ", ".join("%.5f" % p[0, 0] for p in parts) + " eV")

# Mixing phase conventions: atomic phases in chi(q), cell phases in the sum.
signed = (q + np.pi) % (2 * np.pi) - np.pi
shift = np.subtract.outer(POSITION, POSITION) / CELL
mixed_q = chi_q * np.exp(-1j * signed[:, None, None] * shift)
mixed_error = largest((reconstruct(mixed_q, q, cells) - built)[hh])
assert mixed_error > 1e-4
print("error from mixed phase conventions: %.6f 1/eV" % mixed_error)

# Two-cell supercell repeated six times: separate k and q grids, and folding.
long_cells, period = 12, 2
long_ring = Ring(BASE, long_cells)
q2 = grid(period)
good = reconstruct(primitive_response(BASE, q2, long_cells)[1], q2, period)
bad_q = q2 + np.pi / period
wrong_q = reconstruct(primitive_response(BASE, bad_q, long_cells)[1],
                      bad_q, period)
wrong_k = reconstruct(primitive_response(BASE, q2, period)[1], q2, period)
array_error = fold_error = wrong_q_error = wrong_k_error = 0.0
for s in HUBBARD:
    array_sites = [4 * c + s for c in range(0, long_cells, period)]
    array = long_ring.response(array_sites, True)[:4 * period]
    single = long_ring.response([s], True)
    folded = single.reshape(long_cells // period, 4 * period).sum(axis=0)
    array_error = max(array_error, largest(good[:, s] - array))
    fold_error = max(fold_error, largest(folded - array))
    wrong_q_error = max(wrong_q_error, largest(wrong_q[:, s] - array))
    wrong_k_error = max(wrong_k_error, largest(wrong_k[:, s] - array))
assert array_error < 1e-8 and fold_error < 1e-8
assert wrong_q_error > 1e-6 and wrong_k_error > 1e-6
print("two-cell supercell, %d k-points: max error %.1e, folding %.1e 1/eV"
      % (long_cells, array_error, fold_error))
print("same with shifted q grid: error %.2e 1/eV; with only %d k-points: %.2e"
      % (wrong_q_error, period, wrong_k_error))

# Convergence with supercell size at fixed k density.
reference = mean_hubbard(*primitive_response(BASE, grid(24), 24)).real
print("supercell size at 24 k-points; 24-cell U: Ti %.6f, Zr %.6f eV"
      % (reference[0, 0], reference[1, 1]))
misfit = {}
for n in (1, 2, 3, 4, 6):
    u_n = mean_hubbard(*primitive_response(BASE, grid(n), 24)).real
    misfit[n] = abs(u_n[0, 0] - reference[0, 0])
    print(" %d cells: U Ti %.6f eV, error %.1e eV" % (n, u_n[0, 0], misfit[n]))
assert misfit[4] < misfit[2] < misfit[1]

# Effects left out of the model, sized with the same parameters.
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10
permittivity, reach = 5.0, 40.0
tail = []
for s in range(4):
    for t in range(4):
        for d in range(7):
            r = d * CELL + POSITION[t] - POSITION[s]
            if 2.5 < r <= reach:
                tail.append((s, t, d, coulomb / (permittivity * r)))
side_hops = [(0, 4, 0, np.sqrt(2) * 1.2), (2, 5, 0, np.sqrt(2) * 1.3)]
side_k = [(0, 4, 0, V_NEAR), (2, 5, 0, V_NEAR)]
variants = {
    "Coulomb tail to %.0f A, permittivity %.1f" % (reach, permittivity):
        dict(BASE, kbonds=BASE["kbonds"] + tail),
    "second pi channel": dict(BASE, channels=2),
    "side oxygens, rms coupling %.3f and %.3f eV"
    % (side_hops[0][3], side_hops[1][3]):
        dict(BASE, level=BASE["level"] + [0.0, 0.0],
             hops=BASE["hops"] + side_hops, ksite=BASE["ksite"] + [7.0, 7.0],
             kbonds=BASE["kbonds"] + side_k, filled=4)}
print("neglected effects, change of U (Ti, Zr) in eV:")
for name, model in variants.items():
    assert band_gap(model) > 0.5
    u_v = mean_hubbard(*primitive_response(model, grid(12), 12)).real
    change = u_v - reference
    print(" %s: %+.4f, %+.4f" % (name, change[0, 0], change[1, 1]))
temperature = 400.0
thermal = const.k * temperature / const.e
print(" thermal factor exp(-gap/2kT) at %.0f K: %.1e"
      % (temperature, np.exp(-gap0 / (2 * thermal))))
alpha = 0.1
coarse = (ring.occupied([0], alpha, True)[0]
          - ring.occupied([0], -alpha, True)[0]) / (2 * alpha)
print(" central difference with alpha = %.2f eV: relative error %.1e"
      % (alpha, abs(coarse / direct[0, 0] - 1)))

print("no test failed")
```

It prints:

```
cell length 8.00 A; positions Ti,O,Zr,O [0.   1.85 3.9  5.95] A
site levels Ti,O,Zr,O [3.2, 0.0, 5.0, 0.0] eV
hops Ti-O,O-Zr,Zr-O,O-Ti [1.4, 1.3, 1.3, 1.0] eV
kernel on site [6.0, 7.0, 5.0, 7.0] eV; nearest 1.50 eV
band gap 3.6932 eV
ring of 2 cells: max error chi0 2.8e-12, chi 1.7e-12 1/eV
ring of 3 cells: max error chi0 2.8e-12, chi 1.4e-12 1/eV
ring of 4 cells: max error chi0 2.8e-12, chi 1.0e-12 1/eV
half q grid (3 of 4 points): max error 1.0e-12 1/eV
four-cell ring, length 32.0 A, responses in 1/eV:
 q*a=0.0000: chi0 TiTi -0.101494; chi TiTi -0.060568, ZrZr -0.038492, TiZr 0.003543+0.000000i
 q*a=1.5708: chi0 TiTi -0.101861; chi TiTi -0.061524, ZrZr -0.039205, TiZr 0.002284-0.001023i
 q*a=3.1416: chi0 TiTi -0.102220; chi TiTi -0.062409, ZrZr -0.039868, TiZr 0.001213-0.000000i
 rebuilt chi: TiTi -0.061506, ZrZr -0.039193, Ti-Ti next cell 0.000460
 rebuilt chi: Ti-Zr same cell 0.002331, Ti-Zr of cell to the left 0.001094
 direct chi: TiTi -0.061506, ZrZr -0.039193, Ti-Zr same cell 0.002331
 rebuilt chi0: TiTi -0.101859, ZrZr -0.049004
smallest singular value of chi0: all sites 1.4e-15, Ti and Zr 0.0483 1/eV
U from q inversions: Ti 6.45766 eV = 0.23731 hartree, Zr 5.12004 eV
U from direct ring:  Ti 6.45766 eV, Zr 5.12004 eV
intersite Ti-Zr: 0.27935 eV at 3.90 A, 0.08974 eV at 4.10 A
Ti parts K_HH, K_HL X, B K_LH, B K_LL X: 6.00000, -1.35624, -1.42078, 3.23468 eV
error from mixed phase conventions: 0.001262 1/eV
two-cell supercell, 12 k-points: max error 1.7e-12, folding 8.9e-13 1/eV
same with shifted q grid: error 4.15e-02 1/eV; with only 2 k-points: 3.16e-04
supercell size at 24 k-points; 24-cell U: Ti 6.457598, Zr 5.119992 eV
 1 cells: U Ti 6.689218 eV, error 2.3e-01 eV
 2 cells: U Ti 6.467131 eV, error 9.5e-03 eV
 3 cells: U Ti 6.457941 eV, error 3.4e-04 eV
 4 cells: U Ti 6.457610 eV, error 1.2e-05 eV
 6 cells: U Ti 6.457598 eV, error 1.4e-08 eV
neglected effects, change of U (Ti, Zr) in eV:
 Coulomb tail to 40 A, permittivity 5.0: +0.2855, +0.2405
 second pi channel: -0.1106, -0.0616
 side oxygens, rms coupling 1.697 and 1.838 eV: -0.7901, -0.4260
 thermal factor exp(-gap/2kT) at 400 K: 5.4e-24
 central difference with alpha = 0.10 eV: relative error 5.8e-06
no test failed
```
